Order of limits in the Lindhard function: comment on an argument

**The argument under review**

The manuscript considers the non-interacting uniform electron gas in three dimensions at zero temperature and asks how its density responds to a slow potential of long wavelength. Its reasoning has four parts.

(a) A uniform potential cannot move electrons, so the density response χ0(q,ω) vanishes at q = 0 for every ω ≠ 0.

(b) For small q the response is nq²/ω², with n the density, and this tends to zero with q.

(c) Since the result is zero at every frequency, it remains zero when ω → 0. The static long-wavelength response is therefore zero, and the gas does not screen such a potential.

(d) A calculation at ω = 0 with a broadening of 0.002 hartree supports this. For r_s = 4, χ0 in units of the density of states is −0.870, −0.257 and −0.004 at q/k_F = 0.1, 0.01 and 0.001.

Parts (a) and (b) are correct at fixed non-zero frequency, and the numbers in (d) are computed correctly. The conclusion (c) does not follow, and (d) does not test it. To see why, one needs χ0 when q and ω are both small.

**Definition and closed form**

I use Hartree atomic units (ħ = m = 1), so the Fermi velocity v_F equals the Fermi wave number k_F. Let the potential energy be U exp(iq·r − izt), with z = ω + iη and η > 0, so that it grows from zero in the distant past. To first order in U, the element ρ of the one-particle density matrix between k+q and k obeys

i ∂ρ/∂t = (ε_{k+q} − ε_k)ρ + U exp(−izt)(f_k − f_{k+q}),

where ε_k = k²/2 and f_k is the occupation, 1 or 0. The last term is the commutator of the potential with the unperturbed density matrix. Since ρ varies as exp(−izt), the left side is zρ. Solving for ρ, summing over k with a factor 2 for spin, and dividing by U gives

χ0(q,z) = 2∫d³k/(2π)³ (f_k − f_{k+q})/(z + ε_k − ε_{k+q}).

The response at real frequency is the limit η → 0⁺. At q = 0 the numerator vanishes, which is part (a). If z = 0 as well, the expression is 0/0 and has no value of its own.

Let x be the component of k along q, so that ε_{k+q} − ε_k = qx + q²/2. The term with f_k has denominator z − qx − q²/2. In the term with f_{k+q}, take k+q as the new integration variable; x is replaced by x − q and the denominator becomes z − qx + q²/2. Both integrals now run over the same Fermi sphere. Its slice at x = k_F t is a disk of area πk_F²(1 − t²) and thickness k_F dt. With

Q = q/k_F, s = z/(q v_F), ν∓ = s ∓ Q/2,

the denominators are q k_F(ν∓ − t), and the common prefactor is

[2/(2π)³] πk_F³/(q k_F) = k_F/(4π²Q) = N0/(4Q), N0 = k_F/π².

Therefore

χ0 = (N0/4Q)[G(ν−) − G(ν+)], G(ν) = ∫_{−1}^{1} (1 − t²)/(ν − t) dt.

Writing 1 − t² = (1 − ν²) + (ν² − t²) and dividing by ν − t gives

G(ν) = 2ν + (1 − ν²)L(ν), L(ν) = ln[(ν+1)/(ν−1)].

The constant N0 is the density of states at the Fermi energy for both spins: from n = (2μ)^{3/2}/(3π²) one finds dn/dμ = (2μ)^{1/2}/π² = k_F/π².

**Both variables small at a fixed ratio**

Hold s fixed, away from 1, and let Q → 0. Since ν+ − ν− = Q, the closed form is minus a central difference of G, so χ0 → −(N0/4)G′(s). The derivatives are

L′ = 1/(s+1) − 1/(s−1) = 2/(1 − s²),

G′ = 2 − 2sL + (1 − s²)L′ = 4 − 2sL.

Hence

χ0 → −N0[1 − (s/2)L(s)].

For real s between 0 and 1 the argument of the logarithm is negative. With η → 0⁺ it lies just below the negative real axis, so L = ln|(s+1)/(s−1)| − iπ. For s ≥ 0,

χ0 → −N0[1 − (s/2) ln|(s+1)/(s−1)| + iπs/2], with the imaginary term present for s < 1.

The limit depends on s, so χ0 has no unique limit at the origin of the (q,ω) plane. Some values are:

s = 0: χ0/N0 = −1
s = 0.5: −0.725 − 0.785i
s = 1.2: +0.439
s = 2: +0.099
s = 5: +0.014

The imaginary part arises because, for s < 1, some electrons have a velocity component along q equal to ω/q, and the energy denominator vanishes for them. They absorb energy resonantly.

On the line s = 1 there is no finite limit. There 1 − ν−² ≈ Q with L(ν−) ≈ ln(4/Q) − iπ, while 1 − ν+² ≈ −Q with L(ν+) ≈ ln(4/Q). Inserting these, together with 2(ν− − ν+) = −2Q, gives

χ0/N0 ≈ ½ ln(4/Q) − ½ − iπ/4,

whose real part grows without bound as Q → 0.

**The two successive limits**

Take ω → 0 first, at fixed small q. Then s = 0, and the next term of the central difference gives the approach to the limit. Its relative size follows from

G″ = −2L − 4s/(1 − s²),

G‴ = −4/(1 − s²) − 4(1 + s²)/(1 − s²)² = −8/(1 − s²)².

The central difference is G′ + Q²G‴/24 to this order, so at s = 0

χ0(q,0) = −N0(1 − Q²/12 + …) → −N0.

The parameter r_s is the radius, in bohr, of a sphere holding one electron, so n = 3/(4πr_s³) and k_F = (3π²n)^{1/3}. For r_s = 4, where n = 0.003730 bohr⁻³, k_F = 0.4798 bohr⁻¹ and N0 = 0.0486 hartree⁻¹ bohr⁻³ (12.06 eV⁻¹ nm⁻³), the computed ratio χ0/N0 is −0.98656 at Q = 0.4 and −0.99979 at Q = 0.05. The formula gives −0.98667 and −0.99979.

The physical content is simple. In a static potential V(r) that varies slowly, the electrons settle until the local Fermi energy plus V(r) is the same everywhere. The local Fermi energy changes by −V, and the density by −(dn/dμ)V = −N0V.

Now take q → 0 first, at fixed ω ≠ 0. Then s → ∞, and 1/(ν − t) may be expanded in t/ν. Odd powers of t integrate to zero, leaving

G(ν) = 4/(3ν) + 4/(15ν³) + … .

The first term gives

χ0 ≈ (N0/3Q)(1/ν− − 1/ν+) = N0/(3ν−ν+) = N0/[3(s² − Q²/4)].

If Q ≪ s, which means q²/2 ≪ ω, this becomes

N0/(3s²) = (k_F/π²) q²k_F²/(3ω²) = nq²/ω²,

because n = k_F³/(3π²). With the mass restored it is nq²/(mω²). The second term of G adds (N0/4Q)(4/15)(3Q/s⁴) = N0/(5s⁴), a correction of 3/(5s²) relative to the leading term. The form in part (b) therefore requires ω ≫ q v_F as well as ω ≫ q²/2.

At ω = 0.05 hartree and Q = 0.0125 one has s = 17.4, and χ0/N0 = 0.001106 against 0.001104 from nq²/ω². At Q = 0.1, where s = 2.17, the values are 0.0813 and 0.0707, so the exact response is already 15% above the approximate one.

**Where the argument fails**

Part (c) takes ω → 0 after q has been set to zero. This is a legitimate successive limit, and its value is zero. It is not the static response, which has ω = 0 while q is still finite. Nor can nq²/ω² be carried down to ω = 0 at finite q, because its condition ω ≫ q v_F is lost on the way. At q = 0.01 k_F the computed values are:

s = 10: χ0/N0 = 0.0034, nq²/ω² in units of N0 = 0.0033
s = 1.5: 0.207, against 0.148
s = 0.5: −0.725 − 0.785i, against 1.33
s = 0.01: −0.9999 − 0.0157i, against 3333

Below s = 1 the approximate form has the wrong sign of the real part at the points listed, and it diverges where the true response settles near −N0.

The ratio s compares two times. To build up the static density pattern, electrons must travel a distance of order 1/q, which takes a time of order 1/(q v_F). A potential that varies much faster than this finds the electrons nearly where they were. As q → 0 the required time grows without bound, so at any fixed frequency the potential eventually becomes too fast.

The same comparison explains part (d). At ω = 0 with finite η, z = iη describes a potential growing as exp(ηt), and s = ix with x = η/(q v_F). The small-Q formula holds for this s too. Since L(s) = ∫_{−1}^{1} dt/(s − t), and the part of the integrand odd in t drops out,

(s/2)L(s) = ∫_0^1 s²/(s² − t²) dt = ∫_0^1 x²/(x² + t²) dt = x arctan(1/x),

χ0(q,iη) → −N0[1 − x arctan(1/x)].

The response is half the static one at x = 0.429. In the manuscript's three calculations x is 0.087, 0.87 and 8.7. The decay from −0.870 to −0.004 thus records a potential switched on too quickly for the wavelength, and not the static response. To obtain the static limit, x = η/(q v_F) must tend to zero, so η has to vanish faster than q; taking η → 0 before q → 0 is one way to ensure this. For small x the fractional loss is about πx/2, so an error of 1% relative to N0 at q = 0.001 k_F needs x ≈ 0.0064, that is η ≈ 0.0064 × 0.001 × 0.4798² ≈ 1.5 × 10⁻⁶ hartree.

**What this does to screening**

The conclusion about screening needs the Coulomb interaction, which I include in the random-phase approximation: electrons respond through χ0 to the total potential, and the induced density contributes 4π/q² times itself to that potential. Then

V_tot = V_ext + (4π/q²)χ0V_tot, so V_ext = εV_tot with ε = 1 − 4πχ0/q².

The factor 1/q² means that a χ0 vanishing as q² still matters. The two orders give

static: ε ≈ 1 + k_TF²/q², k_TF² = 4πN0,

dynamic: ε → 1 − ω_p²/ω², ω_p² = 4πn.

The first is Thomas–Fermi screening, and it becomes stronger as q decreases, contrary to part (c). For r_s = 4, k_TF = 0.782 bohr⁻¹, and at q = 0.02 k_F the computed static ε is 6635. At the same q and ω = 0.05 hartree it is −17.85, against −17.75 from the limiting form. The difference is the 3/(5s²) correction: s = 10.9 makes it 0.5% of 18.75, or about 0.1.

The second form vanishes at the plasma frequency ω_p = 0.2165 hartree. Solving ε = 0 numerically gives 0.21651 hartree at q = 0.01 k_F and 0.21669 hartree at 0.05 k_F. The small rise follows from the same correction, which turns the condition ε = 0 into ω² ≈ ω_p² + (3/5)q²v_F². These numbers belong to the random-phase approximation. At r_s = 4 exchange and correlation are not small: a local-density kernel multiplies the static ε − 1 by the compressibility ratio, about 3.9 (ε ≈ 2.6 × 10⁴ at q = 0.02 k_F), and in its adiabatic form lowers the coefficient 3/5 to about 0.35. The 1/q² growth of the static ε and the value ω_p at q → 0 are unchanged. Setting χ0 to zero outright, as part (c) does, would remove the plasmon along with the screening.

**Requested correction**

The manuscript should replace "the long-wavelength, low-frequency limit" by a statement of how ω compares with q v_F. If ω = Cq^a with C > 0, then s varies as q^{a−1}. For a > 1 it tends to zero and χ0 → −N0. For 0 < a < 1 it tends to infinity, with q²/ω → 0 as well, and χ0 → 0. For a = 1 the constant C fixes s, and the formula at fixed ratio applies, except at s = 1. The calculation in part (d) should be repeated with η ≪ q v_F at every q. If the k integral is done as a sum over a mesh, the mesh must also be converged: at q = 0.1 k_F and x = 0.01, where the integral gives −0.98, a cubic mesh of spacing q gives −1.10 to −1.23 depending on its offset, and a spacing of q/4 comes within about 1%.

The closed form, the two successive limits, the fixed-ratio limit at s = 0.5, 1.2 and 2, and the effect of finite η were checked numerically against direct integration of the defining expression. The growth at s = 1, the Q² correction, the limits along ω = Cq^a (for a = 2 and a = 1/2) and the plasmon dispersion were checked against the closed form. These results are for the clean gas at zero temperature; scattering or thermal smearing would need a separate analysis.

Numbers as computed

```
r_s = 4.0 bohr
density n = 0.003730 bohr^-3
kF = 0.47979 bohr^-1 (vF is the same number in a.u.)
N0 = 0.048613 hartree^-1 bohr^-3
N0 converted = 12.056 eV^-1 nm^-3
dn/dmu by finite difference = 0.048613 hartree^-1 bohr^-3
Static, omega = 0: q/kF, chi0/N0 (dimensionless)
  0.40  -0.98656
  0.20  -0.99666
  0.10  -0.99917
  0.05  -0.99979
Dynamic, omega = 0.05 hartree:
  q/kF, s, chi0/N0, (n q^2/omega^2)/N0 (dimensionless)
  0.1000  2.172  0.081333  0.070655
  0.0500  4.344  0.018248  0.017664
  0.0250  8.688  0.004451  0.004416
  0.0125  17.376  0.001106  0.001104
Limit along rays: s, Re chi0/N0, Im chi0/N0 (dimensionless)
  0.0  -1.0000  0.0000
  0.5  -0.7253  -0.7854
  0.8  -0.1211  -1.2566
  1.2  0.4387  0.0000
  2.0  0.0986  0.0000
  5.0  0.0137  0.0000
s = 1, q/kF = 0.0001: Re chi0/N0 = 4.798, Im = -0.785
Fixed q = 0.01 kF: s, Re, Im of chi0/N0, (n q^2/omega^2)/N0
  10.00  0.0034  -0.0000  0.0033
  3.00  0.0397  -0.0000  0.0370
  1.50  0.2071  -0.0000  0.1481
  0.50  -0.7253  -0.7854  1.3333
  0.10  -0.9900  -0.1571  33.3333
  0.01  -0.9999  -0.0157  3333.3333
omega = 0, eta = 0.002 hartree: q/kF, eta/(q vF), chi0/N0
  0.100  0.0869  -0.8702
  0.010  0.8688  -0.2567
  0.001  8.6882  -0.0044
half of static response at eta/(q vF) = 0.4290
k_TF = 0.7816 bohr^-1
omega_p = 0.21651 hartree
eps(q = 0.02 kF, omega = 0) = 6635.1
1 + k_TF^2/q^2 at q = 0.02 kF = 6635.4
eps(q = 0.02 kF, omega = 0.05 hartree) = -17.846
1 - omega_p^2/omega^2 = -17.750
plasmon from eps = 0 at q = 0.05 kF: 0.21669 hartree
plasmon from eps = 0 at q = 0.01 kF: 0.21651 hartree
```
